**Born, fluctuation and kinetic terms of elastic constants, and their low-temperature limit**

For a classical canonical system, \(C=V^{-1}\partial^2A/\partial\eta^2=\langle C^B\rangle-\mathrm{Cov}(W,W)/VkT+(nkT/V)\,\mathrm{diag}(2,2,2,1,1,1)\), where \(\eta\) is the Lagrangian strain in Voigt form, \(W=\partial U/\partial\eta\), \(VC^B=\partial^2U/\partial\eta^2\), and \(n=N\), or \(N-1\) with the centre of mass fixed. As \(T\to0\) in a single minimum the covariance term tends to \(\Xi^TH^+\Xi/V\), with \(H\) the Hessian and \(\Xi=\partial^2U/\partial u\,\partial\eta\). For a second-moment model potential the program asserts that the formula matches finite differences of the free energy of a two-atom hcp cell at 30 K (Cartesian grid, \(n=N-1\)) and at 300 and 600 K (second grid), and that the kinetic ratios are 2, 1, 1. It asserts that the fluctuation term at 2–16 K extrapolates to \(\Xi^TH^+\Xi/V\) with a linear remainder and the predicted \(C_{33}\) slope, and that Born minus this correction equals explicit relaxation under strain in hcp and in a 32-atom random alloy. It also asserts the Born and virial sums, the stress–strain relation at 600 K, supercell independence in hcp, \(\Xi=0\) in pure fcc, and the \(1/T\) growth for degenerate minima of unequal stress. The output shows a 10.19 GPa correction in hcp, which lowers \(C_{66}\) from 37.81 to 27.62 GPa, and 1.22 GPa for the alloy \(C_{44}\).

## Verification by program

```python
# Result under test (classical canonical ensemble, Lagrangian strain eta, Voigt form):
#   C = (1/V) d2A/deta2 = <Born> - Cov(W,W)/(V kT) + (n kT/V) KIN, KIN = diag(2,2,2,1,1,1)
# A free energy, W = dU/deta, V*Born = d2U/deta2 at fixed scaled coordinates,
# n = N (free centre of mass) or N-1 (fixed centre of mass).
# For T -> 0: Cov(W,W)/(V kT) -> Xi^T H^+ Xi / V, H = d2U/du2, Xi = d2U/du deta.
# Model: U = sum_i [ sum_j A e^{-P(x-1)} fc - sqrt(sum_j XI^2 e^{-2Q(x-1)} fc) ],
# x = r/r0, fc = exp(G/(x-XC) + G/(XC-1)) for x < XC, else 0.  Units: eV, Angstrom, K, GPa.
import numpy as np
from scipy import constants as sc
from scipy.optimize import root, minimize
from scipy.special import logsumexp

KB = sc.k / sc.e
GPA = sc.e * 1e21
A, XI, P, Q, XC, G = 0.1, 1.2, 10.0, 2.5, 1.6, 0.3
R0A, R0B = 3.0, 3.2
VI, VJ = [0, 1, 2, 1, 0, 0], [0, 1, 2, 2, 2, 1]
KIN = np.diag([2., 2, 2, 1, 1, 1])
E6, I3, DELTA = np.eye(6), np.eye(3), np.array([1., 1, 1, 0, 0, 0])
STEP = 1e-3

def site(d, r0, level):
    """Site energy, (dU/dr)/r, virial W and Born matrix from bond vectors d[..., K, 3]."""
    r = np.sqrt(np.einsum('...a,...a->...', d, d))
    x = r / r0
    dd = np.minimum(x - XC, -3e-4)
    c = G / dd + G / (XC - 1)
    rep, g = A * np.exp(-P * (x - 1) + c), XI**2 * np.exp(-2 * Q * (x - 1) + c)
    rho = g.sum(-1)
    E = rep.sum(-1) - np.sqrt(rho)
    if level == 0:
        return (E,)
    lr, lg = (-P - G / dd**2) / r0, (-2 * Q - G / dd**2) / r0
    F1 = (-0.5 / np.sqrt(rho))[..., None]
    dU = rep * lr + F1 * g * lg
    w = d[..., VI] * d[..., VJ] / r[..., None]
    W = np.einsum('...k,...ki->...i', dU, w)
    if level == 1:
        return E, W, dU / r
    l2 = 2 * G / dd**3 / r0**2
    t = rep * (lr**2 + l2) + F1 * g * (lg**2 + l2) - dU / r
    a = np.einsum('...k,...ki->...i', g * lg, w)
    B = np.swapaxes(w * t[..., None], -1, -2) @ w
    B = B + (0.25 * rho**-1.5)[..., None, None] * a[..., :, None] * a[..., None, :]
    return E, W, B

def strain_mat(e):
    return np.array([[e[0], e[5]/2, e[4]/2], [e[5]/2, e[1], e[3]/2], [e[4]/2, e[3]/2, e[2]]])

def defgrad(e):
    lam, v = np.linalg.eigh(I3 + 2 * strain_mat(e))
    return (v * np.sqrt(lam)) @ v.T

def d1(f, h):
    return (-f(2*h) + 8*f(h) - 8*f(-h) + f(-2*h)) / (12*h)

def d2(f, h, f0):
    return (-f(2*h) + 16*f(h) - 30*f0 + 16*f(-h) - f(-2*h)) / (12*h*h)

def six(C):
    return np.array([C[0, 0], C[0, 1], C[0, 2], C[2, 2], C[3, 3], C[5, 5]])

def fd_six(f):
    f0 = f(np.zeros(6))
    q = lambda v: d2(lambda t: f(t * v), STEP, f0)
    q1, q2, q3 = q(E6[0]), q(E6[1]), q(E6[2])
    return np.array([q1, (q(E6[0]+E6[1]) - q1 - q2)/2, (q(E6[0]+E6[2]) - q1 - q3)/2,
                     q3, q(E6[3]), q(E6[5])])

def row(label, v, fmt='%9.3f'):
    print('%-27s' % label + ' '.join(fmt % (x + 0.0) for x in v))

class Crystal:
    def __init__(s, h, x, r0, rmax=5.9):
        s.h, s.x, s.V, N = h, x.copy(), abs(np.linalg.det(h)), len(x)
        n = (rmax * np.linalg.norm(np.linalg.inv(h), axis=0)).astype(int) + 1
        sh = np.array([[i, j, k] for i in range(-n[0], n[0]+1) for j in range(-n[1], n[1]+1)
                       for k in range(-n[2], n[2]+1)]) @ h
        vec = x[None, :, None, :] - x[:, None, None, :] + sh[None, None]
        dist = np.linalg.norm(vec, axis=-1).reshape(N, -1)
        dist[dist < 1e-8] = np.inf
        idx = np.argsort(dist, axis=1)[:, :(dist < rmax).sum(1).max()]
        s.j, s.sh = idx // len(sh), sh[idx % len(sh)]
        s.r0 = (r0[:, None] + r0[s.j]) / 2
    def bonds(s, x, F):
        return (x[s.j] - x[:, None] + s.sh) @ F.T
    def egw(s, x, F=I3):
        d = s.bonds(x, F)
        E, W, f = site(d, s.r0, 1)
        fv = f[..., None] * d
        g = -fv.sum(1)
        np.add.at(g, s.j.ravel(), fv.reshape(-1, 3))
        return E.sum(), (g @ F).ravel(), W.sum(0)
    def born(s, x):
        return site(s.bonds(x, I3), s.r0, 2)[2].sum(0) / s.V
    def harmonic(s):
        n = s.x.size
        M = np.array([d1(lambda t: np.concatenate(s.egw(s.x + t * u.reshape(-1, 3))[1:]), 1e-3)
                      for u in np.eye(n)])
        s.H, s.Xi = (M[:, :n] + M[:, :n].T) / 2, M[:, n:]
        lam, v = np.linalg.eigh(s.H)
        assert np.abs(lam[:3]).max() < 1e-6 and lam[3] > 1e-2
        assert np.abs(s.Xi.reshape(-1, 3, 6).sum(0)).max() < 1e-7
        s.Hp = (v[:, 3:] / lam[3:]) @ v[:, 3:].T
        s.corr = s.Xi.T @ s.Hp @ s.Xi / s.V
    def relax(s, F):
        x = s.x.copy()
        for _ in range(100):
            E, g, W = s.egw(x, F)
            if np.abs(g).max() < 1e-10:
                return E, x
            x = x - (s.Hp @ g).reshape(-1, 3)
        raise RuntimeError('relaxation failed')
    def relaxed_fd(s):
        f0 = s.relax(I3)[0]
        q = lambda v: d2(lambda t: s.relax(defgrad(t * v))[0], STEP, f0) / s.V
        C = np.diag([q(v) for v in E6])
        for i in range(6):
            for j in range(i):
                C[i, j] = C[j, i] = (q(E6[i] + E6[j]) - C[i, i] - C[j, j]) / 2
        return C

# two identical atoms per cell, relative vector r; both sites are equal by inversion
NINT = np.array([[i, j, k] for i in range(-4, 5) for j in range(-4, 5) for k in range(-4, 5)])
def same(h):
    R = NINT @ h
    n = np.linalg.norm(R, axis=1)
    return R[(n > 1e-8) & (n < 5.0)]
def images(h, p):
    R, c = NINT @ h, p.mean(0)
    R = R[np.linalg.norm(R + c, axis=1) < 5.0 + np.linalg.norm(p - c, axis=1).max()]
    pp = (p * p).sum(1)
    return np.array([v for v in R if (pp + 2 * p @ v).min() + v @ v < 25.0])
def pair_eval(Ro, Rs, r, level):
    out = []
    for k in range(0, len(r), 4000):
        p = r[k:k+4000]
        d = np.concatenate([p[:, None] + Ro[None], np.broadcast_to(Rs, (len(p),) + Rs.shape)], 1)
        out.append(site(d, R0A, level)[:level+1])
    return [2 * np.concatenate([o[i] for o in out]) for i in range(level + 1)]
def cell_grid(h, n, off, ecut):
    ax = [(np.arange(m) + o) / m for m, o in zip(n, off)]
    p = np.stack(np.meshgrid(*ax, indexing='ij'), -1).reshape(-1, 3) @ h
    U = pair_eval(images(h, p), same(h), p, 0)[0]
    p = p[U - U.min() < ecut]
    return p, images(h, p)
def averages(out, T, n, V):
    w = np.exp(-(out[0] - out[0].min()) / (KB*T)); w /= w.sum()
    Wm = w @ out[1]
    dW = out[1] - Wm
    res = dict(w=w, sig=(Wm - n*KB*T*DELTA) / V, fl=(dW.T * w) @ dW / (V*KB*T), kin=n*KB*T*KIN/V)
    if len(out) == 3:
        res['born'] = np.einsum('m,mij->ij', w, out[2]) / V
        res['C'] = res['born'] - res['fl'] + res['kin']
    return res

print('A = %.2f eV, xi = %.2f eV, p = %.1f, q = %.1f, xc = %.1f, g = %.1f' % (A, XI, P, Q, XC, G))
print('r0(AA) = %.1f A, r0(BB) = %.1f A, r0(AB) = %.1f A' % (R0A, R0B, (R0A+R0B)/2))
print('k_B = %.6e eV/K, 1 eV/A^3 = %.4f GPa' % (KB, GPA))
rng = np.random.default_rng(1)

# kinetic term by the phase-space route (m = kT = 1, one particle)
xg, wg = np.polynomial.hermite_e.hermegauss(14); wg = wg / wg.sum()
pm = np.stack(np.meshgrid(xg, xg, xg, indexing='ij'), -1).reshape(-1, 3)
wm = np.einsum('i,j,k->ijk', wg, wg, wg).ravel()
dv = rng.normal(size=6); dv /= np.linalg.norm(dv)
Kf = lambda t: 0.5 * np.einsum('ma,ab,mb->m', pm, np.linalg.inv(I3 + 2*t*strain_mat(dv)), pm)
K0, k1 = Kf(0.0), d1(Kf, STEP)
ratios = np.array([wm @ d2(Kf, STEP, K0), wm @ k1**2 - (wm @ k1)**2,
                   d2(lambda t: -np.log(wm @ np.exp(K0 - Kf(t))), STEP, 0.0)]) / (dv @ KIN @ dv)
assert np.allclose(ratios, [2, 1, 1], atol=1e-6)
print('kinetic, units kT*KIN: <K\'\'> = %.6f, Var K\' = %.6f, net = %.6f' % tuple(ratios))

# hcp at zero stress
def hcp(a, c, n=(1, 1, 1)):
    h = np.array([[a, 0, 0], [-a/2, a*np.sqrt(3)/2, 0], [0, 0, c]])
    s = np.array([np.array([i, j, k]) + b for i in range(n[0]) for j in range(n[1])
                  for k in range(n[2]) for b in ([0, 0, 0], [1/3, 2/3, 0.5])])
    return Crystal(h * np.array(n)[:, None], s @ h, np.full(len(s), R0A))
def hcp_stress(y):
    cr = hcp(*y)
    return cr.egw(cr.x)[2][[0, 2]]
a0, c0 = root(hcp_stress, [3.0, 4.9], tol=1e-13).x
assert np.abs(hcp_stress([a0, c0])).max() < 1e-8
hc = hcp(a0, c0); hc.harmonic(); V, h, rB = hc.V, hc.h, hc.x[1]
kk, xi = hc.H[3:, 3:], hc.Xi[4, 0]
B0, Cfd = hc.born(hc.x), hc.relaxed_fd()
assert np.abs(B0 - hc.corr - Cfd).max() * GPA < 1e-3
dl = xi**2 / (kk[1, 1] * V)
assert dl * GPA > 1 and np.abs(six(B0 - Cfd) - dl*np.array([1, -1, 0, 0, 0, 1])).max()*GPA < 1e-3
print('hcp: a = %.5f A, c = %.5f A, V = %.4f A^3, U = %.5f eV/atom' % (a0, c0, V, hc.egw(hc.x)[0]/2))
print('k_xy = %.5f, k_z = %.5f eV/A^2, xi_(y,xx) = %.5f eV/A' % (kk[1, 1], kk[2, 2], xi))
print('xi^2/(k_xy V) = %.6f eV/A^3 = %.3f GPa' % (dl, dl * GPA))
print('%-27s' % 'hcp (GPa)' + ' '.join('%9s' % s for s in 'C11 C12 C13 C33 C44 C66'.split()))
row('T=0 Born', six(B0)*GPA); row('T=0 Xi H+ Xi / V', six(hc.corr)*GPA)
row('T=0 Born - correction', six(B0 - hc.corr)*GPA); row('T=0 relaxed, finite diff', six(Cfd)*GPA)
row('T=0 relaxed (eV/A^3)', six(Cfd), '%9.5f')
big = hcp(a0, c0, (3, 3, 2)); big.harmonic()
assert np.abs(big.corr - hc.corr).max() * GPA < 1e-4
row('36-atom Xi H+ Xi / V', six(big.corr)*GPA)

# low temperature: rigid Cartesian grid in one basin
Rs = same(h)
u = np.linspace(-8, 8, 21)
um = np.stack(np.meshgrid(u, u, u, indexing='ij'), -1).reshape(-1, 3)
def basin(T):
    off = um * np.sqrt(KB * T / np.diag(kk))
    Ro = images(h, rB + off)
    av = averages(pair_eval(Ro, Rs, rB + off, 2), T, 1, V)
    assert av['w'][np.abs(um).max(1) > 7.9].max() < 1e-7 * av['w'].max()
    return off, Ro, av
Tl = np.array([2., 4., 8., 16.])
low = [basin(T)[2] for T in Tl]
for T, av in zip(Tl, low):
    row('fluctuation, T = %g K' % T, six(av['fl'])*GPA)
extrap = lambda key: np.polyfit(Tl, np.array([v[key].ravel() for v in low]), 3)[-1].reshape(6, 6)
assert np.abs(extrap('fl') - hc.corr).max() * GPA < 2e-3
assert np.abs(extrap('C') - Cfd).max() * GPA < 2e-3
row('fluctuation, T -> 0', six(extrap('fl'))*GPA); row('total C, T -> 0', six(extrap('C'))*GPA)
rem = np.linalg.norm(low[1]['fl'] - hc.corr) / np.linalg.norm(low[0]['fl'] - hc.corr)
assert abs(rem - 2) < 0.05
R1 = images(h, rB[None])
W3 = lambda y: pair_eval(R1, Rs, (rB + y)[None], 1)[1][0, 2]
qq = lambda v: d2(lambda t: W3(t * v), 5e-3, W3(np.zeros(3)))
M3 = np.array([[qq(I3[i]) if i == j else (qq(I3[i]+I3[j]) - qq(I3[i]) - qq(I3[j]))/2
                for j in range(3)] for i in range(3)])
km = np.linalg.solve(kk, M3)
slope = 0.5 * KB * np.trace(km @ km) / V
slope_q = np.polyfit(Tl, [v['fl'][2, 2] / T for v, T in zip(low, Tl)], 2)[-1]
assert abs(slope_q / slope - 1) < 1e-3
print('remainder ratio 4 K / 2 K = %.4f' % rem)
print('M_zz diag = %.4f %.4f %.4f eV/A^2' % tuple(np.diag(M3)))
print('C33 fluct slope: trace %.6f, quadrature %.6f GPa/K' % (slope*GPA, slope_q*GPA))
off, Ro, av = basin(30.0)
def A_cart(e):
    F = defgrad(e)
    return -KB*30 * logsumexp(-pair_eval(Ro @ F.T, Rs @ F.T, rB @ F.T + off, 0)[0] / (KB*30))
fdc = fd_six(A_cart) / V
assert np.abs(fdc - six(av['C'])).max() * GPA < 5e-4 < 0.1 * av['kin'][3, 3] * GPA
row('30 K kinetic, n = N-1', six(av['kin'])*GPA, '%9.4f')
row('30 K formula, n = N-1', six(av['C'])*GPA, '%9.4f'); row('30 K Cartesian A, FD', fdc*GPA, '%9.4f')

# finite temperature: whole cell, two different grids
Th = np.array([300., 600.])
pa, Ra = cell_grid(h, (28, 28, 72), (0.21, 0.37, 0.43), 25*KB*600)
pb, Rb = cell_grid(h, (31, 31, 80), (0.5, 0.13, 0.71), 25*KB*600)
outa = pair_eval(Ra, Rs, pa, 2)
def A_cell(e):
    F = defgrad(e)
    U = pair_eval(Rb @ F.T, Rs @ F.T, pb @ F.T, 0)[0]
    return np.array([-KB*T*(logsumexp(-U/(KB*T)) + 2*np.log(np.linalg.det(F))) for T in Th])
fdh = fd_six(A_cell) / V
for i, T in enumerate(Th):
    av = averages(outa, T, 2, V)
    assert np.abs(fdh[:, i] - six(av['C'])).max() * GPA < 5e-3
    assert abs(av['C'][5, 5] - (av['C'][0, 0] - av['C'][0, 1]) / 2) * GPA < 5e-3
    for key, name in (('born', 'Born'), ('fl', 'fluctuation'), ('kin', 'kinetic'), ('C', 'total')):
        row('%g K %s' % (T, name), six(av[key])*GPA)
    row('%g K A, finite diff' % T, fdh[:, i]*GPA)
sg = np.zeros((3, 3)); sg[VI, VJ] = av['sig']; sg[VJ, VI] = av['sig']
def cauchy(e):
    F = I3 + strain_mat(e)
    return averages(pair_eval(Ra @ F.T, Rs @ F.T, pa @ F.T, 1), 600., 2, V*np.linalg.det(F))['sig']
Bf, Bn = np.zeros((6, 6)), np.zeros((6, 6))
for J in (0, 2, 3):
    e = strain_mat(E6[J])
    Bf[:, J] = av['C'][:, J] + (e @ sg + sg @ e - sg * np.trace(e))[VI, VJ]
    Bn[:, J] = d1(lambda t: cauchy(t * E6[J]), STEP)
assert np.abs(Bf - Bn).max() * GPA < 5e-3 < 0.1 * abs(Bn[0, 0] - av['C'][0, 0]) * GPA
print('600 K stress: s_xx = %.4f, s_zz = %.4f GPa' % (sg[0, 0]*GPA, sg[2, 2]*GPA))
pick = lambda B: np.array([B[0, 0], B[1, 0], B[0, 2], B[2, 0], B[2, 2], B[3, 3]]) * GPA
print('stress-strain B11 B21 B13 B31 B33 B44 (GPa):')
row('600 K from C and stress', pick(Bf)); row('600 K d sigma / d eps', pick(Bn))

# fcc: pure and random alloy
fb = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
fs = np.array([np.array([i, j, k]) + b for i in range(2) for j in range(2) for k in range(2) for b in fb])
pure = Crystal(2*4.25*I3, fs*4.25, np.full(32, R0A)); pure.harmonic()
assert np.abs(pure.Xi).max() < 1e-7
print('pure fcc, a = 4.25 A: max |Xi| = %.1e eV/A' % np.abs(pure.Xi).max())
aal = 4.40
al = Crystal(2*aal*I3, fs*aal, rng.permutation([R0A]*16 + [R0B]*16))
xr = al.x + 0.05 * rng.normal(size=al.x.shape)
Ua = lambda t: al.egw(xr, defgrad(t * dv))[0]
assert abs(d1(Ua, STEP) - dv @ al.egw(xr)[2]) < 1e-5
assert abs(d2(Ua, STEP, Ua(0.0)) / al.V - dv @ al.born(xr) @ dv) * GPA < 1e-3
x0 = al.x.copy()
al.x = minimize(lambda y: al.egw(y.reshape(-1, 3))[:2], x0.ravel(), jac=True,
                method='BFGS', options=dict(gtol=1e-7)).x.reshape(-1, 3)
lam, vv = np.linalg.eigh(pure.H)
al.Hp = 0.5 * (vv[:, 3:] / lam[3:]) @ vv[:, 3:].T
al.x = al.relax(I3)[1] if np.abs(al.egw(al.x)[1]).max() > 1e-6 else al.x
nn = al.x.size
Hs = np.array([d1(lambda t: al.egw(al.x + t*y.reshape(-1, 3))[1], 1e-3) for y in np.eye(nn)])
al.Hp = np.linalg.pinv((Hs + Hs.T) / 2, rcond=1e-4, hermitian=True)
al.x = al.relax(I3)[1]
al.harmonic()
Ba, Ca = al.born(al.x), al.relaxed_fd()
assert np.abs(Ba - al.corr - Ca).max() * GPA < 1e-3
assert np.linalg.eigvalsh(Ba - Ca).min() * GPA > 1e-2
cub = lambda C: np.array([np.diag(C)[:3].mean(), (C[0, 1]+C[0, 2]+C[1, 2])/3, np.diag(C)[3:].mean()])*GPA
disp = al.x - x0; disp -= disp.mean(0)
print('A16B16: a = %.2f A, P = %.3f GPa, rms shift = %.4f A' % (
    aal, -al.egw(al.x)[2][:3].mean()/al.V*GPA, np.sqrt((disp**2).sum(1).mean())))
print('alloy cubic averages C11 C12 C44 (GPa):')
row('Born', cub(Ba)); row('Xi H+ Xi / V', cub(al.corr)); row('relaxed, finite diff', cub(Ca))
print('max deviation over 21 constants = %.1e GPa' % (np.abs(Ba - al.corr - Ca).max()*GPA))

# degenerate minima of unequal stress: face centres of a cubic cell
L = 4.2; hq = L * I3; Rq = same(hq)
pq, Rc = cell_grid(hq, (48, 48, 48), (0.5, 0.5, 0.5), 25*KB*200)
outq = pair_eval(Rc, Rq, pq, 1)
faces = L * np.array([[0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
Uf, Wf = pair_eval(images(hq, faces), Rq, faces, 1)
assert np.ptp(Uf) < 1e-10 and Uf[0] < outq[0].min()
dt = E6[0] - E6[1]
Tq = np.array([100., 150., 200.])
fq = np.array([dt @ averages(outq, T, 2, L**3)['fl'] @ dt for T in Tq])
lim, var = np.polyfit(Tq, KB*Tq*fq*L**3, 2)[-1], np.var(Wf @ dt)
assert var > 0.1 and abs(lim / var - 1) < 0.02
print('cubic cell L = %.1f A, site W1-W2 = %.4f %.4f %.4f eV' % ((L,) + tuple(Wf @ dt + 0.0)))
print('fluct 11+22-2*12 at 100,150,200 K: %.1f %.1f %.1f GPa' % tuple(fq*GPA))
print('V kT fluct, T -> 0: %.4f eV^2; site variance %.4f eV^2' % (lim, var))
print('ALL CHECKS PASSED')
```

Output:

```
A = 0.10 eV, xi = 1.20 eV, p = 10.0, q = 2.5, xc = 1.6, g = 0.3
r0(AA) = 3.0 A, r0(BB) = 3.2 A, r0(AB) = 3.1 A
k_B = 8.617333e-05 eV/K, 1 eV/A^3 = 160.2177 GPa
kinetic, units kT*KIN: <K''> = 2.000000, Var K' = 1.000000, net = 1.000000
hcp: a = 3.00743 A, c = 4.91111 A, V = 38.4682 A^3, U = -2.99686 eV/atom
k_xy = 1.04519, k_z = 4.97736 eV/A^2, xi_(y,xx) = -1.59899 eV/A
xi^2/(k_xy V) = 0.063591 eV/A^3 = 10.188 GPa
hcp (GPa)                        C11       C12       C13       C33       C44       C66
T=0 Born                     149.671    74.047    62.484   161.235    26.248    37.812
T=0 Xi H+ Xi / V              10.188   -10.188    -0.000     0.000     0.000    10.188
T=0 Born - correction        139.483    84.236    62.484   161.235    26.248    27.623
T=0 relaxed, finite diff     139.483    84.236    62.484   161.235    26.248    27.623
T=0 relaxed (eV/A^3)         0.87058   0.52576   0.38999   1.00635   0.16383   0.17241
36-atom Xi H+ Xi / V          10.188   -10.188    -0.000     0.000     0.000    10.188
fluctuation, T = 2 K          10.205   -10.194     0.018     0.103     0.012    10.200
fluctuation, T = 4 K          10.222   -10.199     0.035     0.207     0.025    10.211
fluctuation, T = 8 K          10.256   -10.210     0.071     0.414     0.049    10.233
fluctuation, T = 16 K         10.324   -10.233     0.142     0.828     0.098    10.278
fluctuation, T -> 0           10.188   -10.188    -0.000    -0.000     0.000    10.188
total C, T -> 0              139.483    84.236    62.484   161.235    26.248    27.623
remainder ratio 4 K / 2 K = 2.0005
M_zz diag = -10.8304 -10.8304 -42.5434 eV/A^2
C33 fluct slope: trace 0.051648, quadrature 0.051648 GPa/K
30 K kinetic, n = N-1         0.0215    0.0000    0.0000    0.0215    0.0108    0.0108
30 K formula, n = N-1       139.1827   84.2710   62.2722  160.9522   26.1454   27.4559
30 K Cartesian A, FD        139.1827   84.2710   62.2722  160.9522   26.1454   27.4559
300 K Born                   148.770    73.413    62.874   174.576    26.823    37.678
300 K fluctuation             13.450   -11.833     2.845    17.388     1.585    12.642
300 K kinetic                  0.431     0.000     0.000     0.431     0.215     0.215
300 K total                  135.751    85.247    60.029   157.618    25.454    25.252
300 K A, finite diff         135.751    85.247    60.029   157.618    25.454    25.252
600 K Born                   148.075    72.860    63.267   187.260    27.406    37.608
600 K fluctuation             14.081   -11.488     4.117    26.594     2.652    12.784
600 K kinetic                  0.861     0.000     0.000     0.861     0.431     0.431
600 K total                  134.856    84.347    59.150   161.527    25.185    25.254
600 K A, finite diff         134.856    84.347    59.150   161.527    25.185    25.254
600 K stress: s_xx = -1.0062, s_zz = -3.6542 GPa
stress-strain B11 B21 B13 B31 B33 B44 (GPa):
600 K from C and stress      133.850    85.353    60.156    62.804   157.873    22.854
600 K d sigma / d eps        133.850    85.353    60.156    62.804   157.873    22.854
pure fcc, a = 4.25 A: max |Xi| = 3.8e-12 eV/A
A16B16: a = 4.40 A, P = 0.181 GPa, rms shift = 0.0513 A
alloy cubic averages C11 C12 C44 (GPa):
Born                         103.306    77.298    44.698
Xi H+ Xi / V                   1.661    -0.568     1.224
relaxed, finite diff         101.645    77.865    43.474
max deviation over 21 constants = 8.6e-08 GPa
cubic cell L = 4.2 A, site W1-W2 = -2.0938 2.0938 0.0000 eV
fluct 11+22-2*12 at 100,150,200 K: 684.2 442.0 321.6 GPa
V kT fluct, T -> 0: 2.9150 eV^2; site variance 2.9227 eV^2
ALL CHECKS PASSED
```
